# The Dirac virial theorem and the energy of Coulomb bound states

## A nonrelativistic rule that fails

In the nonrelativistic Coulomb problem the binding energy is half the magnitude of the mean potential energy. Suppose this rule is carried over to the Dirac equation for one electron bound to a point nucleus with $Z=55$, the charge of caesium. The mean potential energy in the ground state is $-3302.7$ hartree, so the rule predicts a binding energy of $1651.3$ hartree. The Dirac binding energy is $1578.9$ hartree. The discrepancy is $72.5$ hartree, or 4.6% of the Dirac binding energy.

The rule fails because it rests on a kinetic energy quadratic in momentum, while the Dirac Hamiltonian is linear in momentum. The correct balance is

$$
\langle c\,\boldsymbol\alpha\cdot\mathbf p\rangle
=\langle\mathbf r\cdot\nabla V\rangle ,
\tag{1}
$$

and for the regular bound states of one point charge it leads to

$$
E=mc^2\langle\beta\rangle .
\tag{2}
$$

Equation (2) rests on the relation $\mathbf r\cdot\nabla V=-V$, which the Coulomb potential satisfies. In a potential without this property, a state that obeys (1) satisfies (2) only if the mean of $V+\mathbf r\cdot\nabla V$ vanishes. Both equations need a condition at the origin. Two derivations follow. The first follows a flux through a surface; the second compares a state with a stretched copy of itself.

## Setting and conventions

The Hamiltonian is

$$
H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V(\mathbf r),
\qquad \mathbf p=-i\hbar\nabla ,
$$

where $\alpha_j$ and $\beta$ are the Hermitian Dirac matrices, with $\beta=+1$ on the upper two components and $-1$ on the lower two. The potential energy $V$ is real, static, proportional to the unit matrix, and differentiable away from the origin. The state obeys $H\psi=E\psi$ and $\int\psi^\dagger\psi\,d^3r=1$. The energy $E$ includes the rest energy, so the binding energy is $B=mc^2-E$.

For a point charge, write $V=-\zeta\hbar c/r$, where $\zeta$ is $Z$ times the fine-structure constant, and take $0<\zeta<1$.

For central potentials the spinor is

$$
\psi=\frac1r\begin{pmatrix}G(r)\,\chi_\kappa\\ iF(r)\,\chi_{-\kappa}\end{pmatrix},
\qquad \int_0^\infty(G^2+F^2)\,dr=1 ,
$$

with $G,F$ real. The normalized spin-angle functions satisfy $\boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-\hbar(1+\kappa)\chi_\kappa$ and $\sigma_r\chi_\kappa=-\chi_{-\kappa}$, where $\kappa$ is a nonzero integer and $\sigma_r=\boldsymbol\sigma\cdot\mathbf r/r$.

The identity $(\boldsymbol\sigma\cdot\mathbf r)(\boldsymbol\sigma\cdot\mathbf p)=\mathbf r\cdot\mathbf p+i\boldsymbol\sigma\cdot\mathbf L$, multiplied by $\sigma_r/r$, gives $\boldsymbol\sigma\cdot\mathbf p=\sigma_r(-i\hbar\partial_r+i\boldsymbol\sigma\cdot\mathbf L/r)$. Hence

$$
\boldsymbol\sigma\cdot\mathbf p\,f(r)\chi_\kappa
=i\hbar\left(f'+\frac{1+\kappa}{r}f\right)\chi_{-\kappa}.
$$

Using $f=G/r$ for the upper part, and $f=iF/r$ with $\kappa\to-\kappa$ for the lower part, turns $H\psi=E\psi$ into

$$
\hbar c\left(-F'+\frac{\kappa F}{r}\right)=(E-V-mc^2)G,
\qquad
\hbar c\left(G'+\frac{\kappa G}{r}\right)=(E-V+mc^2)F .
\tag{3}
$$

Near a point charge, $E-V$ is dominated by $\zeta\hbar c/r$. Inserting $G=ar^s$, $F=br^s$ gives

$$
(\kappa-s)b=\zeta a,\qquad(\kappa+s)a=\zeta b .
\tag{4}
$$

Multiplying these equations gives $\kappa^2-s^2=\zeta^2$, so $s=\pm\gamma$ with $\gamma=\sqrt{\kappa^2-\zeta^2}>0$. The regular states are those that behave as $r^{\gamma}$. For them $\langle1/r\rangle$ is finite, since its integrand behaves as $r^{2\gamma-1}$ near the origin. At large $r$ a bound state with $|E|<mc^2$ decays exponentially, apart from powers of $r$.

## First derivation: the dilation flux

Let $\chi=\mathbf r\cdot\nabla\psi$, the change of $\psi$ under an infinitesimal stretching of its argument. Since $\partial_j(r_k\partial_k\psi)=\partial_j\psi+r_k\partial_k\partial_j\psi$,

$$
\mathbf r\cdot\nabla(\partial_j\psi)=\partial_j\chi-\partial_j\psi .
$$

Multiplication by $-i\hbar c\,\alpha_j$ and summation over $j$ give

$$
\mathbf r\cdot\nabla(c\,\boldsymbol\alpha\cdot\mathbf p\,\psi)
=c\,\boldsymbol\alpha\cdot\mathbf p\,\chi-c\,\boldsymbol\alpha\cdot\mathbf p\,\psi .
$$

The product rule gives $\mathbf r\cdot\nabla(V\psi)=V\chi+(\mathbf r\cdot\nabla V)\psi$. Applying $\mathbf r\cdot\nabla$ to both sides of $H\psi=E\psi$ therefore yields

$$
(H-E)\chi=c\,\boldsymbol\alpha\cdot\mathbf p\,\psi-(\mathbf r\cdot\nabla V)\psi .
\tag{5}
$$

If $H$ could be moved freely onto $\psi$, the product of the left side with $\psi^\dagger$ would integrate to zero. Whether it can is a question about surface terms. For two spinors $\phi$ and $\eta$ the product rule reads

$$
\phi^\dagger\alpha_j\partial_j\eta
=\partial_j(\phi^\dagger\alpha_j\eta)-(\partial_j\phi)^\dagger\alpha_j\eta .
$$

Multiply by $-i\hbar c$ and use $(c\,\boldsymbol\alpha\cdot\mathbf p\,\phi)^\dagger=i\hbar c\,(\partial_j\phi)^\dagger\alpha_j$. Over a region $\Omega$ with outward normal $\mathbf n$,

$$
\int_\Omega\left[\phi^\dagger c\,\boldsymbol\alpha\cdot\mathbf p\,\eta
-(c\,\boldsymbol\alpha\cdot\mathbf p\,\phi)^\dagger\eta\right]d^3r
=-i\hbar c\oint\phi^\dagger\boldsymbol\alpha\cdot\mathbf n\,\eta\,dS .
\tag{6}
$$

Set $\phi=\psi$ and $\eta=\chi$. The terms $\beta mc^2$, $V$ and $E$ are Hermitian and contain no derivatives, so they cancel between the two orderings. Since $(H-E)\psi=0$, equation (5) becomes

$$
\int_\Omega\psi^\dagger\left(c\,\boldsymbol\alpha\cdot\mathbf p-\mathbf r\cdot\nabla V\right)\psi\,d^3r
=-i\hbar c\oint\psi^\dagger\boldsymbol\alpha\cdot\mathbf n\,(\mathbf r\cdot\nabla\psi)\,dS .
\tag{7}
$$

This holds in any region that excludes the singular point. It gives (1) when the surface terms vanish as $\Omega$ grows to all space and the two means exist separately.

For a central potential, $r\partial_r(G/r)=(rG'-G)/r$, and likewise for $F$. Because $\sigma_r$ exchanges the two spin-angle functions with a minus sign, the surface term on a sphere of radius $r$ is

$$
\begin{aligned}
S(r)&=-i\hbar c\left[-iG(rF'-F)+iF(rG'-G)\right]\\
&=\hbar c\,r\,(FG'-GF') ,
\end{aligned}
\tag{8}
$$

where the terms $iGF$ and $-iFG$ have cancelled. For a shell $\epsilon<r<R$ the right side of (7) is $S(R)-S(\epsilon)$. Exponential decay gives $S(R)\to0$. For a regular state at a point charge, $rFG'$ and $rGF'$ are each at most of order $r^{2\gamma}$, so $S(\epsilon)\to0$. This proves (1) for these states.

The operator content is simple. The commutator $(i/\hbar)[H,r_j]=c\alpha_j$ is the velocity, and $(i/\hbar)[H,p_j]=-\partial_jV$ is the force. Equation (1) balances velocity times momentum against the inward pull of the force. The velocity here is $c\boldsymbol\alpha$, not $\mathbf p/m$.

The Coulomb result now takes two lines. Since $V$ is proportional to $1/r$, $\mathbf r\cdot\nabla V=-V$, and (1) gives $\langle c\,\boldsymbol\alpha\cdot\mathbf p\rangle=-\langle V\rangle$. In the mean of $H$,

$$
E=\langle c\,\boldsymbol\alpha\cdot\mathbf p\rangle+mc^2\langle\beta\rangle+\langle V\rangle
=mc^2\langle\beta\rangle .
$$

A level can contain states of different $\kappa$ or different angular-momentum projection. Their superpositions are covered too: the spin-angle functions are orthogonal, so the cross terms vanish in every mean used here and in the flux.

## Second derivation: a stretched copy of the state

The second route does not differentiate the eigenvalue equation. For $\lambda>0$ define

$$
\psi_\lambda(\mathbf r)=\lambda^{3/2}\psi(\lambda\mathbf r),
$$

where the prefactor keeps the norm equal to one. Differentiating $\psi(\lambda\mathbf r)$ brings out one factor $\lambda$, so

$$
c\,\boldsymbol\alpha\cdot\mathbf p\,\psi_\lambda
=\lambda\,[E-\beta mc^2-V(\lambda\mathbf r)]\,\psi_\lambda .
$$

Division by $\lambda$ shows that $\psi_\lambda$ is an eigenstate of a different Hamiltonian with the same energy:

$$
H_\lambda\psi_\lambda=E\psi_\lambda,\qquad
H_\lambda=\frac1\lambda c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V(\lambda\mathbf r).
\tag{9}
$$

Apply (6) with $\phi=\psi_\lambda$ and $\eta=\psi$, divided by $\lambda$. If its surface term vanishes, then

$$
\int\psi_\lambda^\dagger H_\lambda\psi\,d^3r
=\int(H_\lambda\psi_\lambda)^\dagger\psi\,d^3r
=E\int\psi_\lambda^\dagger\psi\,d^3r
=\int\psi_\lambda^\dagger H\psi\,d^3r .
$$

The difference of the outer members is

$$
\int\psi_\lambda^\dagger(H-H_\lambda)\psi\,d^3r=0 .
\tag{10}
$$

The surface term in question is $\hbar c\,(F_\lambda G-G_\lambda F)/\lambda$, where $G_\lambda,F_\lambda$ are the radial functions of $\psi_\lambda$. It contains no derivative. At a point charge it is at most of order $r^{2\gamma}$ for regular states, and it vanishes at both ends.

The rest-energy terms cancel in (10). Dividing by $\lambda-1$ and using $(1-1/\lambda)/(\lambda-1)=1/\lambda$ gives

$$
\int\psi_\lambda^\dagger\left[\frac1\lambda c\,\boldsymbol\alpha\cdot\mathbf p
-\frac{V(\lambda\mathbf r)-V(\mathbf r)}{\lambda-1}\right]\psi\,d^3r=0 .
\tag{11}
$$

As $\lambda\to1$ the difference quotient becomes $\mathbf r\cdot\nabla V$ and $\psi_\lambda$ becomes $\psi$. If the integrands are bounded by one integrable function for all $\lambda$ near 1, the limit may be taken inside the integral, and (11) becomes (1). Regular Coulomb states meet this requirement: the bound behaves as $r^{2\gamma-1}$ near the origin and decays exponentially far away.

For the Coulomb potential the limit can be made simpler still. Here $V(\lambda\mathbf r)=V(\mathbf r)/\lambda$, so the difference quotient equals $-V(\mathbf r)/\lambda$. Equation (11), multiplied by $\lambda$, reads

$$
\int\psi_\lambda^\dagger(c\,\boldsymbol\alpha\cdot\mathbf p+V)\psi\,d^3r
=\int\psi_\lambda^\dagger(E-\beta mc^2)\psi\,d^3r=0
\qquad(\lambda\neq1),
\tag{12}
$$

where the eigenvalue equation was used in the first equality. The operator $E-\beta mc^2$ is bounded. Replacing $\psi_\lambda$ by $\psi$ changes the second integral by at most $\|\psi_\lambda-\psi\|\,\|(E-\beta mc^2)\psi\|$, by the Schwarz inequality. The first factor tends to zero as $\lambda\to1$, because a small dilation changes a square-integrable function little in norm. The limit is $E-mc^2\langle\beta\rangle=0$, which is (2), obtained without using the separate values of $\langle V\rangle$ and $\langle c\,\boldsymbol\alpha\cdot\mathbf p\rangle$.

## What the result says about Coulomb states

Let $w=\int F^2dr$ be the weight of the lower components. Then $\langle\beta\rangle=(1-w)-w=1-2w$, and (2) becomes

$$
B=2mc^2w .
\tag{13}
$$

The binding energy of a Coulomb state is fixed by the weight of its lower components.

The ground state shows this explicitly. Take $\kappa=-1$ and try $F=\rho G$ with $G\propto r^\gamma e^{-qr}$. The $1/r$ terms of (3) give $-\rho(1+\gamma)=\zeta$ and $\gamma-1=\zeta\rho$. Both hold for $\rho=-\zeta/(1+\gamma)$, because $\zeta^2=(1-\gamma)(1+\gamma)$. The remaining terms give

$$
\hbar cq\rho=E-mc^2,\qquad-\hbar cq=(E+mc^2)\rho .
$$

Eliminating $q$ gives $E-mc^2=-\rho^2(E+mc^2)$, hence

$$
E=mc^2\frac{1-\rho^2}{1+\rho^2}=\gamma mc^2,
\qquad \rho^2=\frac{1-\gamma}{1+\gamma}.
$$

The same fraction is $\langle\beta\rangle$, since $F^2/G^2=\rho^2$ everywhere. Moreover $FG'-GF'=0$, so the flux (8) vanishes on every sphere: in this state the balance holds inside each ball separately.

In the nonrelativistic limit, write the upper and lower two-component parts of $\psi$ as $u$ and $v$. The lower half of the Dirac equation gives $v=c\,\boldsymbol\sigma\cdot\mathbf p\,u/(E-V+mc^2)$, which to leading order is $\boldsymbol\sigma\cdot\mathbf p\,u/(2mc)$. Therefore

$$
\langle c\,\boldsymbol\alpha\cdot\mathbf p\rangle
=2\,\mathrm{Re}\int u^\dagger c\,\boldsymbol\sigma\cdot\mathbf p\,v\,d^3r
\simeq\left\langle\frac{p^2}{m}\right\rangle ,
$$

twice the nonrelativistic kinetic energy, and (1) becomes the familiar virial theorem. For $Z=1$ the computed ground-state mean is $1.000027$ hartree, against the nonrelativistic value of 1 hartree.

## Worked example: the one-electron caesium ion

The model is the Dirac equation with a point nucleus of infinite mass and no radiative corrections. Decimals beyond its physical accuracy are kept here only to check the identities. A uniformly charged nucleus of root-mean-square radius 4.8 fm already lowers the $1s$ binding by about $0.13$ hartree. Inside such a nucleus the potential is no longer proportional to $1/r$, so (1) still holds but (2) is off by about $0.24$ hartree. In Hartree atomic units $c=137.036$, so $\zeta=55/137.036=0.40135$, and $mc^2=18778.87$ hartree.

For $1s_{1/2}$ the computed means are $\langle c\,\boldsymbol\alpha\cdot\mathbf p\rangle=3302.68$ hartree and $\langle V\rangle=-3302.68$ hartree, which cancel. The lower components carry $w=0.0420386$, so (13) gives

$$
B=2\times18778.87\times0.0420386=1578.9\ \text{hartree},
$$

or about 43.0 keV. The computed $\langle\beta\rangle=0.915923$ agrees with $\gamma=0.915923$, as the explicit solution requires.

For $2s_{1/2}$ and $2p_{1/2}$ both binding energies are $398.96$ hartree, and both lower weights are $0.010622$. By (13), states of equal energy must have equal $w$, although their radial functions differ. For $2p_{3/2}$ the weight is smaller, $0.010171$, and so is the binding, $382.01$ hartree.

The $2s_{1/2}$ state also shows why the surface must be kept. Inside $r<0.05$ bohr the two sides of the virial balance are $588.49$ and $325.59$ hartree. Their difference, $262.90$ hartree, is the computed flux through the sphere. Over all space the flux is gone, and both sides equal $843.59$ hartree.

## Where the Coulomb formula fails

For any other potential that satisfies (1), subtracting $mc^2\langle\beta\rangle$ from the mean of $H$ leaves

$$
E-mc^2\langle\beta\rangle=\langle V+\mathbf r\cdot\nabla V\rangle .
\tag{14}
$$

With the screened potential $V=-Ze^{-\mu r}/r$ in atomic units, the right side is $\langle Z\mu e^{-\mu r}\rangle$, which is positive. For $Z=55$ and $\mu=10$ per bohr, the lowest state has a binding energy of $1093.0$ hartree, while the difference (14) is $427.3$ hartree. Since $2mc^2w=B+(E-mc^2\langle\beta\rangle)$, formula (13) would overestimate the binding by 39% of its true value. The virial theorem itself still holds: both sides of (1) are $3178.1$ hartree.

The difference can have either sign. For the lowest $\kappa=-1$ state of the exponential well $V=-V_0e^{-r/a}$, with depth $V_0=3000$ hartree and length $a=0.05$ bohr, it is $-371.3$ hartree.

A failure of another kind can occur for a point charge. The solution $r^{-\gamma}$ is square integrable at the origin when $\gamma<1/2$, which for $\zeta<1$ requires $|\kappa|=1$ and $\zeta>\sqrt3/2$. A boundary condition may then admit a mixture

$$
G\simeq a_+r^\gamma+a_-r^{-\gamma},\qquad
F\simeq b_+r^\gamma+b_-r^{-\gamma}.
$$

In (8) the $r^{\pm2\gamma}$ terms cancel and the cross terms add. With $b_\pm=(\kappa\pm\gamma)a_\pm/\zeta$ from (4),

$$
S(0)=2\gamma\hbar c\,(a_+b_--a_-b_+)
=-\frac{4\gamma^2\hbar c}{\zeta}\,a_+a_- .
$$

Corrections to the flux are at most of order $r^{1-2\gamma}$ and vanish at the origin. The eigenvalue equation and $\mathbf r\cdot\nabla V=-V$ turn the integrand of (7) into $\psi^\dagger(E-\beta mc^2)\psi$, which is integrable. Hence

$$
E-mc^2\langle\beta\rangle=-S(0).
$$

For $\zeta=0.99$, $\kappa=-1$ and a mixed state at $E=0.4\,mc^2$, the computed values are $\langle\beta\rangle=0.47526$ and $S(0)=0.07526\,mc^2$. The difference $0.4-0.47526=-0.07526$ confirms the relation. The mixture sets a length through the ratio $a_+/a_-$, and that length spoils the scaling on which (2) rests.

## What each derivation assumes

Both derivations need $H$ to act symmetrically between the state and its dilation, and they express this need differently. The first requires the flux of $\psi$ against $\mathbf r\cdot\nabla\psi$ to vanish, and it uses second derivatives of $\psi$ away from the origin. In return it gives the local balance (7), which holds in any finite region that excludes the singular point and measures the failure when the boundary condition is mixed.

The second requires the flux of $\psi$ against $\psi_\lambda$ to vanish for $\lambda$ near 1. It uses first derivatives only, but needs control of a limit. For a mixed boundary condition it fails before reaching (10): $\psi_\lambda$ has a different ratio of $r^\gamma$ to $r^{-\gamma}$ from $\psi$, so the cross flux survives.

Separate finiteness of the means is needed for (1), but not for (2). A purely singular state, with $a_+=0$ and $\gamma<1/2$, illustrates the distinction. Its flux vanishes at the origin, so (2) holds, while $\langle V\rangle$ diverges because its integrand behaves as $r^{-2\gamma-1}$. The virial theorem then has no finite means to equate. For the regular states both statements hold throughout $0<\zeta<1$; the numerical check tests both for the four quoted states at $Z=55$, tests (1) and (14) for the screened and exponential potentials, and at $Z=1$ tests only the energy and the nonrelativistic limit of $\langle c\,\boldsymbol\alpha\cdot\mathbf p\rangle$.

## Numbers as computed

```
One-electron caesium ion, point nucleus
Z = 55
c = 137.035999 a.u.
m c^2 = 18778.8651 hartree
Z/c = 0.401354
1s1/2: kappa = -1, gamma = 0.915923
  binding mc^2-E = 1578.8736 hartree
  <c alpha.p> = 3302.6799 hartree
  <V> = -3302.6799 hartree
  <beta> = 0.91592284, E/mc^2 = 0.91592284
  lower-component weight w = 0.04203858
2s1/2: kappa = -1, gamma = 0.915923
  binding mc^2-E = 398.9563 hartree
  <c alpha.p> = 843.5921 hartree
  <V> = -843.5921 hartree
  <beta> = 0.97875504, E/mc^2 = 0.97875504
  lower-component weight w = 0.01062248
2p1/2: kappa = 1, gamma = 0.915923
  binding mc^2-E = 398.9563 hartree
  <c alpha.p> = 843.5921 hartree
  <V> = -843.5921 hartree
  <beta> = 0.97875504, E/mc^2 = 0.97875504
  lower-component weight w = 0.01062248
2p3/2: kappa = -2, gamma = 1.959315
  binding mc^2-E = 382.0105 hartree
  <c alpha.p> = 771.9535 hartree
  <V> = -771.9535 hartree
  <beta> = 0.97965742, E/mc^2 = 0.97965742
  lower-component weight w = 0.01017129
1s binding = 42.9633 keV
2s inside r < 0.05 bohr:
  c alpha.p part = 588.4880 hartree
  r.grad V part = 325.5874 hartree
  surface flux S = 262.9007 hartree
Z = 1, 1s: <c alpha.p> = 1.000027 hartree
Screened: Z = 55, mu = 10.0 /bohr
  binding = 1092.9841 hartree
  <c alpha.p> = 3178.0991 hartree
  <r.grad V> = 3178.0991 hartree
  E - mc^2<beta> = 427.2855 hartree
Well: depth 3000.0 hartree, length 0.05 bohr
  binding = 857.1665 hartree
  <c alpha.p> = 978.5185 hartree
  <r.grad V> = 978.5185 hartree
  E - mc^2<beta> = -371.3274 hartree
Mixed boundary condition: Z*alpha = 0.99
  E = 0.4 mc^2, <beta> = 0.475257
  flux at origin S0 = 0.075257 mc^2
  E - mc^2<beta> = -0.075257 mc^2
```
